Relaxed and frozen long-range order in the thermodynamic factor of an alloy

A binary alloy A–B has the Helmholtz free energy g(c, η) per atom at fixed temperature T. Here c is the fraction of B and η measures long-range order, the unequal filling of two sublattices by B. Volume effects are left out. At each composition the order can relax to η*(c), a smooth, strict local minimum of g:

g_η(c, η*) = 0,  g_ηη(c, η*) > 0.

Subscripts denote partial derivatives. The relaxed free energy is G(c) = g(c, η*(c)). Interdiffusion is driven by the gradient of the exchange potential μ = μ_B − μ_A = G′(c), and the thermodynamic factor compares its slope with that of an ideal solution:

Φ = p G″/kT,  p = c(1−c).

An ideal solution has G = kT[c ln c + (1−c) ln(1−c)] plus linear terms, so G″ = kT/p and Φ = 1. In Darken's relation, which neglects the vacancy wind, the interdiffusion coefficient is Φ times a weighted mean of the tracer diffusivities.

**(a) Express G″ through the second derivatives of g.**

Solution. By the chain rule,

G′ = g_c + g_η η*′ = g_c,

because g_η = 0 at the relaxed order. Differentiating once more along η*(c) gives

G″ = g_cc + g_cη η*′.

The condition g_η(c, η*(c)) = 0 holds at every c, so its derivative along the curve vanishes too:

g_ηc + g_ηη η*′ = 0,  η*′ = −g_ηc/g_ηη.

Substitution gives

G″ = g_cc − g_cη²/g_ηη.

This is the Schur complement of g_ηη in the matrix of second derivatives. With several internal variables, g_ηη is a matrix and g_ηc a column. The same steps give

G″ = g_cc − g_cη (g_ηη)⁻¹ g_ηc.

The formula needs an invertible g_ηη. At a continuous ordering transition g_ηη vanishes, and the limit must be taken with care, as in (e).

**(b) Now hold η fixed while c changes. How does the frozen factor compare with the relaxed one, and under which conditions?**

Solution. At fixed η the curvature is g_cc, so Φ_fr = p g_cc/kT. Subtracting the relaxed factor gives

Φ_fr − Φ_rel = (p/kT) g_cη²/g_ηη ≥ 0.

The sign follows from g_ηη > 0. Equality requires g_cη = 0, which means that the equilibrium order does not shift with composition to first order. For several variables the inverse of a positive definite matrix is positive definite, and the conclusion is the same.

The reason is seen by completing the square. Near equilibrium the second-order part of g is

½g_cc δc² + g_cη δc δη + ½g_ηη δη²
= ½g_ηη (δη + g_cη δc/g_ηη)² + ½(g_cc − g_cη²/g_ηη) δc².

Expanding the square returns the cross term and an extra ½(g_cη²/g_ηη)δc², which the last bracket removes. Free order chooses δη to make the square zero. Frozen order sets δη = 0 and pays for the square. A constraint cannot lower a minimum.

Two conditions matter. The order must be frozen at its equilibrium value for the c and T in question; otherwise two different states are compared, and part (g) shows that the inequality can then fail. The state must also be a minimum in η: at a maximum g_ηη < 0, and the difference changes sign.

**(c) “Frozen order” could also mean that η/c, or the occupation of one sublattice, is held. Does the choice matter?**

Solution. Each choice prescribes a path η = e(c) through the equilibrium point. Let h(c) = g(c, e(c)). Then

h′ = g_c + g_η e′,
h″ = g_cc + 2g_cη e′ + g_ηη e′² + g_η e″.

The last term vanishes at equilibrium, so the curvature of the path is irrelevant. From (a), g_cη = −g_ηη η*′ and g_cc = G″ + g_ηη η*′². Therefore

h″ = G″ + g_ηη(η*′² − 2η*′e′ + e′²) = G″ + g_ηη (e′ − η*′)².

The size of the increase depends on the variable held, but its sign does not. The increase vanishes when the constraint happens to follow the equilibrium order to first order. A quoted frozen factor must therefore name its frozen variable. Below, Φ_fr refers to fixed η.

**(d) Find the free energy and its second derivatives for B2 order on a bcc lattice in mean field.**

Solution. The bcc lattice consists of two equal simple cubic sublattices. Let their B fractions be c+η and c−η, with η ≥ 0. Mean field takes the site occupations as independent.

For bonds of one type, let w = (ε_AA + ε_BB)/2 − ε_AB. If u is the probability of an unlike pair, AA pairs have probability 1−c−u/2 and BB pairs c−u/2, averaged over the sublattices. The mean bond energy is then

(1−c)ε_AA + cε_BB − wu.

The first two terms are linear in c and drop out of every second derivative. First neighbours lie on opposite sublattices:

u₁ = (c+η)(1−c+η) + (c−η)(1−c−η) = 2[c(1−c) + η²].

Second neighbours lie on the same sublattice. Averaging over both,

u₂ = (c+η)(1−c−η) + (c−η)(1−c+η) = 2[c(1−c) − η²].

There are 4 first-neighbour and 3 second-neighbour bonds per atom. With W₁ = 8w₁ and W₂ = 6w₂ the energy is

−W₁[c(1−c)+η²] − W₂[c(1−c)−η²] = −A c(1−c) − Bη²,
A = W₁ + W₂,  B = W₁ − W₂.

Half the sites belong to each sublattice. With s(x) = x ln x + (1−x) ln(1−x),

g = −A c(1−c) − Bη² + (kT/2)[s(c+η) + s(c−η)].

Since s″(x) = 1/[x(1−x)], define

p₊ = (c+η)(1−c−η),  p₋ = (c−η)(1−c+η),
S = (kT/2)(1/p₊ + 1/p₋),  D = (kT/2)(1/p₊ − 1/p₋).

A change of η enters the two sublattices with opposite signs, so the mixed derivative contains the difference:

g_cc = 2A + S,  g_cη = D,  g_ηη = S − 2B.

The equilibrium order solves

2Bη = (kT/2){ln[(c+η)/(1−c−η)] − ln[(c−η)/(1−c+η)]}.

The constant A appears neither in this equation nor in D²/(S−2B). At fixed B it shifts both factors equally and leaves their difference alone.

**(e) When do the factors coincide, and what happens just below the ordering temperature?**

Solution. In the disordered phase η = 0, so p₊ = p₋ = p and D = 0. The factors coincide:

Φ = 1 + 2Ap/kT.

The disordered state is stable against ordering while g_ηη = kT/p − 2B > 0, which gives

kT_c(c) = 2Bc(1−c).

At c = ½ one has p₊ = p₋ = ¼ − η² for any η. Again D = 0, and the factors coincide even in the ordered phase.

For c ≠ ½, expand just below T_c. The even terms of s(c±η) add and the odd ones cancel:

g = g(c,0) + ½aη² + ¼bη⁴ + …,
a = kT/p − 2B,  b = kT s″″(c)/6.

Differentiating s″ = 1/c + 1/(1−c) twice gives s″″ = 2/c³ + 2/(1−c)³. Because c³ + (1−c)³ = 1−3p, this is 2(1−3p)/p³, and

b = kT(1−3p)/(3p³) > 0,

since p ≤ ¼. The minimum has η² = −a/b. To leading order g_ηη = a + 3bη² = 2bη² and g_cη = a′η, where a′ = −kT(1−2c)/p². Both vanish at the transition, but the Schur term stays finite:

g_cη²/g_ηη → a′²/(2b).

Multiplying by p/kT,

Φ_fr − Φ_rel → 3(1−2c)²/[2(1−3p)].

The frozen curvature is continuous at T_c, since S is. On cooling, the relaxed factor therefore drops by this amount. The jump is 0.857 at c = 0.25 and 0.021 at c = 0.47. The sharp finite jump is a mean-field result; close to a real ordering line, critical fluctuations, which the model omits, change this behaviour.

**(f) Evaluate the factors for T_c(½) = 740 K, a = 0.295 nm, c = 0.47 and T = 500 K, with first neighbours alone. What happens towards low temperature?**

Solution. These are rough values in the regime of beta-brass, with B standing for zinc; a is now the lattice parameter. At c = ½, kT_c = B/2, so A = B = 2kT_c = 0.1275 eV. At 500 K, kT = 0.04309 eV. The equilibrium equation gives η = 0.4167 and sublattice fractions 0.8867 and 0.0533. Hence

p₊ = 0.8867 × 0.1133 = 0.1005,  p₋ = 0.0533 × 0.9467 = 0.0505.

The second derivatives are

g_cc = 0.8961 eV,  g_cη = −0.2123 eV,  g_ηη = 0.3859 eV.

The Schur term is 0.2123²/0.3859 = 0.1167 eV, so G″ = 0.7793 eV. With p = 0.2491,

Φ_fr = 0.2491 × 0.8961/0.04309 = 5.18,
Φ_rel = 0.2491 × 0.7793/0.04309 = 4.51.

Freezing η raises the factor by 15 % of its relaxed value. If the tracer diffusivities are the same in both cases, Darken's relation gives the same increase in the interdiffusion coefficient.

The relaxed order has slope η*′ = 0.2123/0.3859 = 0.55. Added B raises the occupation of the rich sublattice at the rate 1 + 0.55 and that of the poor one at 1 − 0.55. With η frozen both rates are 1. More B is forced onto the poor sublattice, where the entropy curvature 1/p₋ is about twice 1/p₊.

Holding c−η, the B fraction of the poor sublattice, means e′ = 1. The formula of (c) gives

Φ = 4.51 + (0.2491/0.04309) × 0.3859 × (1 − 0.55)² = 4.96.

Holding η/c gives 4.76. All lie above the relaxed value.

At c = 0.47 the pairs (Φ_fr, Φ_rel) are:

700 K: 2.22, 2.19
600 K: 3.15, 3.02
500 K: 5.18, 4.51
400 K: 12.39, 6.87

The growing gap follows from the low-temperature limit for c < ½. The poor sublattice empties exponentially, so kT/p₋ → ∞. Using S² − D² = (kT)²/(p₊p₋),

G″ = 2A + (S² − D² − 2BS)/(S − 2B) → 2A + 2kT/p₊ − 2B.

For A = B this leaves 2kT/p₊. The rich sublattice then holds all B at fraction 2c, so p₊ → 2c(1−2c) and

Φ_rel → (1−c)/(1−2c),

which is 8.8 at c = 0.47. Φ_fr contains p/(2p₋) and diverges. Relaxed order lets added B use the vacant places on the rich sublattice (those held by A); frozen η does not. This limit belongs to the model, which contains no competing phases.

The factors can also be read from fluctuations. In an open system of N sites the weight of a state is exp{−N[g − μc]/kT}. Integrating the Gaussian of (b) over δη removes the square and leaves N Var(c) = kT/G″; at fixed η it is kT/g_cc. Explicit sums over all relevant sublattice occupations in the well η > 0, with N = 40000, give p/[N Var(c)] = 4.506 for free and 5.180 for fixed order. They use neither a second derivative nor the Schur formula.

**(g) Can order quenched in from another state lower Φ? Can freezing change the sign of Φ?**

Solution. Both can happen. Take the alloy of (f) at 500 K, but hold η at its equilibrium value for 700 K. Then p g_cc/kT = 2.65, well below the relaxed 4.51. With η held at zero it is 1 + T_c(c)/T = 1 + 737.3/500 = 2.47. Weaker order brings both sublattices closer to the mean composition: for the order of 700 K, 1/p₋ falls from 19.8 to 5.0 and 1/p₊ from 10.0 to 4.5. This does not contradict (b), whose comparison is made at one and the same equilibrium state.

For the sign, take the formal case A = −B/3, which means W₂ = −2W₁ with W₁ > 0. Second neighbours then prefer like pairs, which favours both order and clustering. It stands for no particular material. Let c = 0.25. Just below T_c(c), part (e) gives

Φ_fr → 1 + A/B = 0.67,  Φ_rel → 0.67 − 0.86 = −0.19.

At T = 0.98 T_c(c) the full expressions give 0.72 and −0.21. A long composition wave decays while the order is held, but grows once the order can follow. The alloy is unstable through the coupling of composition and order.

**(h) Which factor governs the decay of a composition wave?**

Solution. Let small deviations δc and δη vary as cos(qx), with q small enough that gradient energies can be neglected. Assume linear kinetics with separate rates r_q for composition and r_o for order:

dδc/dt = −r_q (p/kT)(g_cc δc + g_cη δη),
dδη/dt = −r_o (p/kT)(g_ηc δc + g_ηη δη).

If the order is initially undisturbed, δη = 0, and the first decay rate is r_qΦ_fr. If order is fast, the second bracket soon becomes nearly zero, δη = −g_ηc δc/g_ηη, and the decay rate becomes r_qΦ_rel.

For an estimate, let atoms exchange at random with nearest neighbours. In units of the jump rate, r is 1 minus the mean of cos(q·d) over the eight hops d. For the order wave every hop changes sublattice, each cosine is −1, and r_o = 2. For a long wave along a cube axis each hop has x-component ±a/2, so r_q ≈ q²a²/8. A wavelength of 10 nm gives

r_q ≈ (0.628 nm⁻¹ × 0.295 nm)²/8 = 0.0043.

The ratio of the order relaxation time to the wave's decay time is

r_qΦ_rel/(r_o p g_ηη/kT) = 0.0043 × 4.51/(2 × 2.23) = 0.004.

At 3 nm it is 0.05. In this estimate the order follows, and the relaxed factor applies after a short transient. With gradient energies still neglected, the late decay corresponds to Φ = 4.503 at 10 nm and 4.47 at 3 nm, slightly below 4.506. For a mode decaying at rate Λ, the second equation gives

δη = −g_ηc δc/[g_ηη − ΛkT/(p r_o)].

The smaller denominator enlarges the Schur term. This is a lag effect in a decaying mode, not a frozen state, so (b) is not violated. The neglected gradient energy of the model would lower Φ by a similar or larger amount, about 0.05 at 3 nm, so these small shifts show the lag alone and are not full predictions. If order is made a million times slower than the wave, the fast mode decays with 5.18, the frozen factor.

**(i) How far can these numbers be carried over to beta-brass?**

Solution. An ordering temperature near 740 K and a composition slightly below equal parts are typical of beta-brass. The theorem of (b) does not depend on the model, but the numbers do.

The largest shift found here appears when short-range order, which mean field omits, is included at fixed T_c(½). The pair approximation adds the probability y of a BB neighbour pair as a second internal variable. With its bond energy raised from 0.0159 to 0.0183 eV to keep T_c(½) = 740 K, and c and T unchanged, it gives

all relaxed: 5.79
η frozen, pairs relaxed: 7.54
η and y frozen: 156.

The order of the three values is what (b) requires when constraints are released in turn. The relaxed factor is 29 % above the mean-field value, and freezing η now raises it by 30 % instead of 15 %. The rise comes through the stronger bond needed to keep T_c: short-range order lowers the ordering temperature at a given bond energy, and with 0.0159 eV unchanged the pair approximation has weaker order (η = 0.389) and gives 4.23 relaxed and 4.68 with η frozen, below the mean-field values. The last value describes an artificial constraint. Adding B at fixed η and y must create pairs with B on the poor and A on the rich sublattice. Their probability c−η−y is small, and its inverse enters the curvature.

Second neighbours with W₂/W₁ = 0.2, at unchanged B, raise both mean-field factors by 0.74, to 5.92 and 5.24. In a coherent composition wave, lattice strain adds an energy quadratic in δc. A rough relative lattice change of 0.05 per unit c and a biaxial modulus of 100 GPa add 0.23 to both factors; a couple free to relax its strain lacks this term. Beta-brass is elastically very anisotropic, so the modulus depends on the direction of the wave: the term is about half as large along a cube axis and more than twice as large along a body diagonal. Neither effect changes the gap, provided the lattice parameter does not depend on order; a contraction of 0.1 % at full order, growing as η², would widen it from 0.675 to about 0.69.

Correlations beyond pairs add to the shift. Solved without approximation at the same T_c(½), which needs a bond energy of 0.0201 eV, the first-neighbour model has a relaxed factor of about 7 and a frozen one of about 11 at this c and T. Mean field thus puts the relaxed factor too low by about a third and the frozen one by about half, and the 15 % effect of frozen η grows to more than 50 %. The mean-field numbers illustrate the theorem; they are not predictions for beta-brass. The estimate in (h) also ignores that jumps in an ordered alloy are correlated and depend on the sublattice. It supports the relaxed factor for waves of several nanometres if order and composition change by the same atomic jumps. The numerical output below lists most of the values used here. It does not contain those for the model solved without approximation, the pair approximation at unchanged bond energy, the gradient energy, the elastic anisotropy, the coupling of strain to order or the low-temperature limit.

Numbers as computed

```
ordering temperature at c=1/2: 740 K
temperature: 500 K, kT = 0.04309 eV
composition c: 0.47, lattice parameter: 0.295 nm
W = A = B: 0.12754 eV, per bond W/8: 0.01594 eV
largest relative error, 16 cases: 8.1e-06
equilibrium order eta: 0.41666
B fractions on sublattices: 0.88666, 0.05334
g_cc: 0.89606 eV, g_ce: -0.21225 eV, g_ee: 0.38591 eV
Schur term g_ce^2/g_ee: 0.11673 eV
G'': 0.77932 eV
Phi frozen: 5.1804, Phi relaxed: 4.5055
ratio frozen/relaxed: 1.1498
T=400 K: eta 0.4555, frozen 12.3911, relaxed 6.8688
T=500 K: eta 0.4167, frozen 5.1804, relaxed 4.5055
T=600 K: eta 0.3407, frozen 3.1465, relaxed 3.0205
T=700 K: eta 0.1891, frozen 2.2242, relaxed 2.1912
c=0.50, 500 K: eta 0.4254, frozen 5.1028, relaxed 5.1028
slope of equilibrium order d eta/dc: 0.5500
Phi with eta frozen: 5.1804
Phi with c-eta (B on poor sublattice) frozen: 4.9574
Phi with eta/c frozen: 4.7582
Phi with eta/[c(1-c)] frozen: 4.9566
Phi at 500 K, eta frozen from 700 K: 2.6455
Phi at 500 K, eta frozen at zero: 2.4747
sums, N=10000: Phi fixed eta 5.1811, free 4.5052
sums, N=40000: Phi fixed eta 5.1798, free 4.5055
c=0.25: Tc 555.0 K, jump of Phi 0.8571
c=0.47: Tc 737.3 K, jump of Phi 0.0214
formal case A=-B/3, c=0.25, T=0.98 Tc(c): eta 0.0686
  Phi frozen 0.7230, relaxed -0.2078
pair model: bond energy 0.01834 eV, eta 0.4343
  Phi, eta and pairs frozen: 156.1177
  Phi, eta frozen, pairs relaxed: 7.5355
  Phi, all relaxed: 5.7935
  ratio eta frozen/all relaxed: 1.3007
W2/W1=0.2 at same B: frozen 5.9178, relaxed 5.2429
rough d ln a/dc 0.05, biaxial modulus 100 GPa
  coherency strain adds to both Phi: 0.2316
wave 3 nm: order time/wave time 0.04780, late Phi 4.4719
wave 10 nm: order time/wave time 0.00433, late Phi 4.5026
order made 1e6 times slower than wave: Phi 5.1804
```
